# Photoionization Cross Sections by Numerov Integration, Coulomb Matching and Length-Velocity Tests

In the model atom used below, an electron leaves a filled 2p subshell as a d wave with kinetic energy 0.2 hartree. If that wave is normalized by matching it to free spherical waves at two points a quarter wavelength apart, the outer one at 18 bohr, the d-channel cross section comes out 40% too large. With the outer point at 20 bohr it comes out 6% too small. The size of the error depends on the matching rule: matching value and slope at a single radius between 16 and 24 bohr gives errors between about \(-12\%\) and \(+15\%\). Matching to Coulomb functions at any of five radii from 16 to 24 bohr gives the same factor to a few parts in \(10^{12}\). The length and velocity forms of the dipole integral cannot reveal the fault, because a wrong normalization multiplies both equally.

A reliable scheme therefore needs a correct normalization, a test of the normalization, and a separate test of the radial functions.

## Setting and conventions

One electron moves nonrelativistically in a local central potential \(V(r)\), which also generates the initial state. Outside a short screening range \(V=-1/r\), as for an electron that leaves a singly charged ion behind. Hartree atomic units are used, and cross sections are given in Mb. With \(u=r\times\) (radial function),

\[
u''=g\,u,\qquad g(r)=\frac{l(l+1)}{r^2}+2\,(V-E).
\]

The photoelectron energy is \(E=k^2/2\), the initial energy is \(E_i<0\), and the photon energy is \(\omega=E-E_i\). The example uses

\[
V(r)=-\frac{1+(Z-1)e^{-\mu r}}{r},\qquad Z=12,\quad \mu=2\ \text{bohr}^{-1},
\]

with six 2p electrons. These are round model parameters, not a fit to an element.

## Numerov's recurrence

Let subscripts \(\pm\) denote values at \(r\pm h\). Adding the two Taylor expansions removes the odd derivatives:

\[
u_++u_--2u=h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{360}u^{(6)}+\dots
\]

The same expansion applied to \(u''\) gives

\[
u''_++u''_--2u''=h^2u^{(4)}+\frac{h^4}{12}u^{(6)}+\dots
\]

Solving this for \(u^{(4)}\) and inserting it above, with \(1/360-1/144=-1/240\), yields

\[
u_++u_--2u=\frac{h^2}{12}\,(u''_++10u''+u''_-)-\frac{h^6}{240}u^{(6)}+\dots
\]

Now put \(u''=gu\) and \(T=h^2g/12\), and drop the remainder:

\[
(1-T_+)\,u_+=(2+10T)\,u-(1-T_-)\,u_- .
\]

The dropped term acts like a source of size \(h^4u^{(6)}/240\) in the differential equation, so a smooth solution is expected to have a global error of order \(h^4\).

**Start at the origin.** Here \(g\) is singular, and \(gu\) need not vanish: for \(u\simeq r^{l+1}\) it tends to \(-2Z\) if \(l=0\) and to 2 if \(l=1\). Setting it to zero there is wrong. Instead, take the first two values at \(h\) and \(2h\) from \(u=r^{l+1}\sum_j c_jr^j\), \(c_0=1\). Expanding the exponential gives

\[
V=-\frac Zr+v_0+v_1r+\dots,\quad v_0=(Z-1)\mu,\quad v_1=-\tfrac12(Z-1)\mu^2 .
\]

Equating the coefficients of \(r^{l-1+j}\), and using \((l+1+j)(l+j)-l(l+1)=j(2l+1+j)\), one finds

\[
j(2l+1+j)\,c_j=-2Zc_{j-1}+2(v_0-E)\,c_{j-2}+2v_1c_{j-3},
\]

where coefficients with negative index are zero. This form is complete for \(j\le3\); from \(j=4\) on, the higher terms of \(V\) also contribute. Terms through \(c_3\) are kept.

**Bound state.** Beyond the outer turning point an outward march amplifies any admixture of the growing solution. One therefore marches outward to a joining point and inward from the far tail, and scales both pieces to 1 there. The recurrence at the joining point then holds if \(E\) is an eigenvalue, so its residual is the function whose root is sought. The root must be bracketed, because the residual has poles where either piece vanishes at the joining point. Afterwards \(\int u_i^2dr=1\) is imposed.

## Normalization per unit energy

Let \(u_1,u_2\) be regular solutions at energies \(E,E'\). Their radial equations give

\[
\frac{d}{dr}(u_2u_1'-u_1u_2')=2(E'-E)\,u_1u_2 .
\]

Both functions vanish at the origin, so

\[
\int_0^L u_1u_2\,dr=\frac{(u_2u_1'-u_1u_2')_L}{2(E'-E)} .\tag{1}
\]

At large \(L\), let \(u_j=B_j\sin\varphi_j\) with wave numbers \(k,k'\). Product formulas for sines and cosines, together with \(2(E'-E)=k'^2-k^2\), turn the right side into

\[
\frac{B_1B_2}{2}\left[\frac{\sin(\varphi_2-\varphi_1)}{k'-k}-\frac{\sin(\varphi_1+\varphi_2)}{k'+k}\right].
\]

As \(L\to\infty\) the first term tends to \(\pi\delta(k'-k)\), and the second oscillates away under any smooth energy average. The logarithmic Coulomb phase does not alter this, since it grows more slowly than \(L\). With \(\delta(k'-k)=k\,\delta(E'-E)\),

\[
\langle u_E|u_{E'}\rangle=\frac{\pi k}{2}B^2\,\delta(E-E')\quad\Rightarrow\quad B=\sqrt{\frac{2}{\pi k}} .
\]

The amplitude \(B\) is reached only asymptotically, and slowly, because of the Coulomb tail. Coulomb functions supply the extrapolation. With \(\eta=-1/k\), and \(\sigma_l\) the Coulomb phase,

\[
F_l\to\sin\theta,\quad G_l\to\cos\theta,\quad \theta=kr-\eta\ln(2kr)-\frac{l\pi}{2}+\sigma_l .
\]

Outside the screening range the numerical solution is \(u=aF_l+bG_l\), which tends to \(\sqrt{a^2+b^2}\,\sin(\theta+\delta)\) with \(\tan\delta=b/a\). Two grid values determine \(a\) and \(b\), and the whole function is multiplied by

\[
\mathcal N=\sqrt{\frac{2}{\pi k}}\,\frac{1}{\sqrt{a^2+b^2}} .
\]

The determinant of the two-point system is roughly \(\sin(\theta_1-\theta_2)\). A spacing of a quarter of the asymptotic wavelength, \(s=\pi/(2k)\), keeps it far from zero as long as the local wave number \(\sqrt{k^2+2/r}\) is close to \(k\), that is for \(k^2\gg2/r\).

### Why free-wave matching fluctuates

Far out, approximate the true wave near the matching points by \(A\sin\theta\) with local wave number \(\kappa\simeq\sqrt{k^2+2/r}\) and \(A^2=2/(\pi\kappa)\). Free waves a quarter wavelength apart give \(a^2+b^2\simeq u_1^2+u_2^2\), which equals

\[
A^2\left[\sin^2\theta+\sin^2(\theta-\kappa s)\right]=A^2\left[1-\cos(\kappa s)\cos(2\theta-\kappa s)\right].
\]

The resulting cross section, relative to the correct one, is therefore

\[
\frac{\kappa/k}{1-\cos(\kappa s)\cos(2\theta-\kappa s)} .
\]

For \(E=0.2\) hartree, \(k=0.632\) and \(s=2.48\) bohr. With the outer point at 18 bohr the midpoint is near 16.8 bohr, so \(\kappa\simeq0.72\), \(\kappa/k\simeq1.14\) and \(\cos(\kappa s)\simeq-0.22\). The ratio then swings between about 0.94 and 1.46 as the matching phase changes. The computed ratios, 0.99, 1.40, 0.94, 1.36 and 0.96 at 16, 18, 20, 22 and 24 bohr, fit this estimate.

### An independent test: level density in a box

Let \(E'\to E\) in equation (1), and write \(\dot u=\partial u/\partial E\). Then

\[
\int_0^Lu^2dr=\tfrac12\,(u'\dot u-u\dot u')_L .
\]

If \(u\) has a node at \(L\), only \(\tfrac12u'\dot u\) remains. To evaluate it, take outside the screening range

\[
u=B(F\cos\delta+G\sin\delta),\qquad w=B(G\cos\delta-F\sin\delta),
\]

and define \(A^2=u^2+w^2\), \(u=A\sin\varphi\), \(w=A\cos\varphi\). Since \(F\) and \(G\) have unit Wronskian with respect to \(kr\),

\[
A^2\varphi'=u'w-uw'=B^2k=\frac2\pi .
\]

At a node \(u'=A\varphi'\cos\varphi\) and \(\dot u=A\dot\varphi\cos\varphi\), with \(\cos^2\varphi=1\). Hence

\[
\int_0^Lu_E^2\,dr=\tfrac12A^2\varphi'\dot\varphi=\frac{\dot\varphi}{\pi}=\frac{dn}{dE},
\]

because the levels of a box with a hard wall at \(L\) satisfy \(\varphi(L,E)=n\pi\), up to a constant integer offset. The relation \(\int_0^Lu_E^2\,dr=\dot\varphi/\pi\) is exact at finite \(L\) outside the screening range. Obtaining \(dn/dE\) from discrete levels is an interpolation, and its error grows as the box shrinks.

For a 60 bohr box and the d level at 1.8726 hartree, the integral is 9.778634 per hartree. The density obtained from neighbouring levels uses no Coulomb function. With the five-point difference \(dE/dn\simeq[8(E_{n+1}-E_{n-1})-(E_{n+2}-E_{n-2})]/12\) it is also 9.778634 per hartree, while the three-point difference gives 9.778613. In a 10 bohr box the five-point value is off by about \(5\times10^{-5}\) in relative terms.

## From amplitude to cross section

For a field \(\mathcal E_0\cos\omega t\) along \(z\), the golden rule with an energy-normalized final state gives the rate \(2\pi(\mathcal E_0/2)^2|z_{fi}|^2\). The photon flux is \(c\,\mathcal E_0^2/(8\pi\omega)\). Their ratio, with \(\alpha=1/c\), is

\[
\sigma=4\pi^2\alpha\,\omega\,|z_{fi}|^2 .
\]

This is the dipole approximation at leading order in the field.

For the angular part, \(\cos\theta\) couples \(l_>-1\) and \(l_>\), where \(l_>=\max(l,l')\), with squared element \((l_>^2-m^2)/[(2l_>-1)(2l_>+1)]\). Using \(\sum_m m^2=l_>(l_>+1)(2l_>+1)/3\) for \(|m|\le l_>\),

\[
\sum_m(l_>^2-m^2)=\frac{l_>(2l_>+1)(2l_>-1)}{3},
\]

so the summed squared element is \(l_>/3\). The terms \(m=\pm l_>\) contribute nothing. For \(N\) independent electrons in an unpolarized subshell, each averaged over \(2l+1\) orbitals,

\[
\sigma=\frac{4\pi^2\alpha}{3}\,\omega\,a_0^2\,\frac{N}{2l+1}\sum_{l'=l\pm1}l_>R_{l'}^2,\qquad R_{l'}=\int_0^\infty u_f\,r\,u_i\,dr,
\]

where \(\omega\) and \(R\) are numbers in atomic units. The channels do not interfere after integration over all emission angles.

## Velocity and acceleration forms

Let \(h_l=-\tfrac12d^2/dr^2+l(l+1)/(2r^2)+V\). Since \(h_{l'}u_f=Eu_f\) and \(h_lu_i=E_iu_i\),

\[
\omega R=\int u_f\,(h_{l'}r-rh_l)\,u_i\,dr .
\]

Moving \(h_{l'}\) from \(u_f\) onto \(ru_i\) leaves boundary terms that vanish at the origin by regularity and at infinity by the decay of \(u_i\). The potential cancels. From \((ru_i)''=ru_i''+2u_i'\),

\[
\omega R=\int u_f\left[-u_i'+\frac{l'(l'+1)-l(l+1)}{2r}u_i\right]dr .
\]

The difference in the numerator is \(2(l+1)\) for \(l'=l+1\) and \(-2l\) for \(l'=l-1\). Thus

\[
R=-\frac1\omega\int u_f\,Du_i\,dr,\qquad D=\frac{d}{dr}+\frac cr,\quad
c=\begin{cases}-(l+1),&l'=l+1,\\ l,&l'=l-1.\end{cases}
\]

Repeating the argument with \(D\) in place of \(r\) requires \(h_{l'}D-Dh_l\). Its three parts are:

- kinetic: \(\dfrac{c}{r^2}\dfrac{d}{dr}-\dfrac{c}{r^3}\);
- centrifugal, using \(l'(l'+1)-l(l+1)=-2c\): \(-\dfrac{c}{r^2}\dfrac{d}{dr}+\dfrac{l(l+1)-c^2}{r^3}\);
- potential: \(VD-DV=-V'\).

The derivative terms cancel. The \(r^{-3}\) terms sum to \([l(l+1)-c(c+1)]/r^3\), which is zero for both values of \(c\). Therefore \(\omega\int u_fDu_i\,dr=-\int u_fV'u_i\,dr\), and

\[
R=\frac1{\omega^2}\int u_f\,V'\,u_i\,dr .
\]

These forms weight different radii: \(r\) favours the outer part of the orbital and \(V'\) the region near the nucleus.

**Unequal potentials.** If the final state feels \(V_f\) and the initial state \(V_i\), the potential no longer cancels in the first commutator, and

\[
R_{\rm length}-R_{\rm velocity}=\frac1\omega\int u_f\,(V_f-V_i)\,r\,u_i\,dr .
\]

The same formula covers a potential that depends on \(l\), with \(V_f=V_{l'}\) and \(V_i=V_l\). Disagreement then reflects the chosen Hamiltonians and need not signal a coding error.

## Pseudocode

```
find E_i, u_i by joining outward and inward marches
normalize u_i to one
for each photoelectron energy E:
    omega = E - E_i;  k = sqrt(2E)
    for each l' = l-1, l+1 with l' >= 0:
        u = series values at h, 2h; march to r_max
        solve u = a F + b G at two outer points
        u = u * sqrt(2/(pi k)) / sqrt(a^2 + b^2)
        R_length, R_velocity, R_acceleration by Simpson
        compare the three forms
    sigma = (4 pi^2 alpha/3) omega a0^2 N/(2l+1)
            * sum over l' of max(l,l') R_length^2
```

## Worked example

The 2p energy is \(-3.33785\) hartree, a binding energy of 90.83 eV in this model. At \(E=2\) hartree, \(\omega=5.3379\) hartree. In bohr/\(\sqrt{\text{hartree}}\), the integrals are \(R_s=0.06701\) and \(R_d=0.28471\), and all three forms agree to the seven decimals printed. The weights \(l_>\) are 1 and 2:

\[
R_s^2+2R_d^2=0.00449+0.16212=0.16661 .
\]

With \(N/(2l+1)=2\), \(4\pi^2\alpha/3=0.09603\) and \(a_0^2=28.003\) Mb,

\[
\sigma=0.09603\times5.3379\times2\times28.003\times0.16661=4.783\ \text{Mb}
\]

at a photon energy of 145.25 eV. The d channel supplies 4.654 Mb of this.

| \(E\) (hartree) | \(R_s\) | \(R_d\) | \(\sigma\) (Mb) |
|---:|---:|---:|---:|
| 0.1 | 0.128 | 0.146 | 1.089 |
| 0.5 | 0.108 | 0.264 | 3.108 |
| 1 | 0.090 | 0.314 | 4.783 |
| 2 | 0.067 | 0.285 | 4.783 |
| 5 | 0.035 | 0.150 | 2.067 |
| 10 | 0.017 | 0.065 | 0.623 |

The cross section rises well above threshold before it falls, and \(R_d\) carries the rise. A local estimate suggests why. At the mean 2p radius, 0.540 bohr, the d-wave centrifugal term is \(3/r^2=10.3\) hartree and \(V=-8.8\) hartree. Their sum, about 1.5 hartree, exceeds the photoelectron energy near threshold, so the slow d wave is classically excluded there. At 2 hartree it is not. This estimate is not tested here and does not locate the maximum: the largest \(R_d\) in the table occurs at 1 hartree, below 1.5 hartree.

Changing the final-state screening to \(\mu=1.8\) bohr\(^{-1}\), with \(E\) and \(\omega\) held fixed, gives 4.491 Mb in length form and 5.295 Mb in velocity form. The second is 18% above the first. The gaps in the amplitudes, 0.0022558 for s and \(-0.0246140\) for d, equal the predicted integrals to all printed digits.

## Accuracy, cost and failure modes

Length-velocity agreement is not an error bar. The velocity form below takes \(u_i'\) from a five-point difference, and the mismatch depends on that choice: a seven-point difference lowers it by about 15% at \(h=0.01\) bohr. At \(E=2\) hartree, with errors relative to the length result at \(h=0.0025\) bohr:

| \(h\) (bohr) | velocity/length mismatch in \(\sigma\) | error of length \(\sigma\) |
|---:|---:|---:|
| 0.04 | \(3.3\times10^{-4}\) | \(2.3\times10^{-3}\) |
| 0.02 | \(2.5\times10^{-5}\) | \(1.1\times10^{-4}\) |
| 0.01 | \(1.7\times10^{-6}\) | \(4.4\times10^{-6}\) |

The mismatch understates the error by factors of about 7, 4.5 and 2.6. At these three steps most of the error is therefore shared by the two forms and cancels in their ratio; its source is not isolated here. The factor keeps shrinking at finer steps: relative to the converged value it is about 1.6 at \(h=0.005\) bohr and about 1 at \(h=0.0025\) bohr, where error and mismatch are both near \(7\times10^{-9}\). Step halving is the safer estimate.

The mismatch falls by 13 and 15 per halving, close to the 16 of a fourth-order method. The length error falls faster, by 21 and 25. For hydrogen 1s at \(E=0.5\) hartree, the relative error against the closed formula falls by 39 and then 76 over \(h=0.1\), 0.05 and 0.025 bohr. These steps do not establish an asymptotic order above four. The signed hydrogen error goes from \(+3.0\times10^{-8}\) at \(h=0.025\) bohr to \(-2.1\times10^{-9}\) at \(h=0.0125\) bohr, so the large ratios occur on the approach to a sign change and do not measure the order. The faster decrease of the model-atom length error is not explained here.

The cost of one wave is linear in the number of grid points: 9600 steps for 24 bohr at \(h=0.0025\) bohr. A uniform grid must resolve both the core, where the scale is \(1/Z\), and the outgoing wave, where it is \(1/k\). Heavy atoms make it wasteful.

The main failure modes are these:

- **Matching inside the screening range.** The solution is not a combination of \(F_l\) and \(G_l\) there, so \(a\) and \(b\) depend on radius. Repeating the match at another radius exposes this.
- **Very low energy.** With spacing \(s=\pi/(2k)\) the phase advance between the two points is about \(s\sqrt{k^2+2/r}\). It reaches \(\pi\), making the two-point system singular, when \(\sqrt{k^2+2/r}\simeq2k\), that is near \(E\simeq1/(3r)\), about 0.017 hartree when the midpoint \(r\) of the two points is near 20 bohr, and somewhat lower for a d wave, whose centrifugal term reduces the local wave number. As \(k\to0\) the spacing also grows without limit and eventually exceeds the grid. A spacing based on the local wave number \(\sqrt{k^2+2/r}\) stays finite.
- **Another residual charge.** For a tail \(-z/r\), use \(\eta=-z/k\). Free waves are correct for \(z=0\).
- **A poor physical model.** Relaxation, exchange, channel coupling, spin-orbit splitting and relativity are absent. Agreement of the three forms says nothing about their size.

The numerical check compares the hydrogen 1s length-form cross section with its closed formula and under step halving. For the model atom it tests the agreement of the three forms, step refinement, the matching radius between 16 and 24 bohr, the box level density and the unequal-potential gap. It does not exercise the failure modes listed above.

## Calculated quantities

```
HYDROGEN 1s CHECK
E=0.1 hartree: numeric 3.859648, closed 3.859648 Mb
E=0.5 hartree: numeric 0.931390, closed 0.931390 Mb
E=2.0 hartree: numeric 0.062873, closed 0.062873 Mb
h=0.100 bohr, E=0.5 hartree: relative error 8.77e-05
h=0.050 bohr, E=0.5 hartree: relative error 2.25e-06
h=0.025 bohr, E=0.5 hartree: relative error 2.96e-08
MODEL ATOM
Z=12, mu=2.0 1/bohr, electrons=6, h=0.0025 bohr
grid end 24.0 bohr, bound tail end 12.0 bohr
2p energy: Numerov -3.337853, variational -3.337851 hartree
2p binding energy 90.828 eV
2p mean radius 0.54023 bohr
E, omega: hartree; R_s, R_d: bohr/sqrt(hartree); sigma: Mb
E | omega | R_s | R_d | sigma_length | sigma_vel/sigma_len - 1
 0.1   3.4379   0.12786   0.14583   1.08867  -5.5e-08
 0.2   3.5379   0.12211   0.18342   1.56395  -3.6e-08
 0.5   3.8379   0.10788   0.26356   3.10780  -1.6e-08
 1.0   4.3379   0.09027   0.31375   4.78336  -8.8e-09
 2.0   5.3379   0.06701   0.28471   4.78299  -6.7e-09
 5.0   8.3379   0.03474   0.14980   2.06669  -8.3e-09
10.0  13.3379   0.01669   0.06484   0.62318  -1.4e-08
DETAIL AT E=2 hartree
R_s length 0.0670089, velocity 0.0670089, accel. 0.0670089
s: phase 1.26670 rad (mod pi), sigma 0.12890 Mb
R_d length 0.2847087, velocity 0.2847087, accel. 0.2847087
d: phase 0.92907 rad (mod pi), sigma 4.65408 Mb
photon energy 145.250 eV, sigma 4.78299 Mb
h=0.04 bohr: |V/L-1| 3.29e-04, length error 2.33e-03
h=0.02 bohr: |V/L-1| 2.47e-05, length error 1.11e-04
h=0.01 bohr: |V/L-1| 1.66e-06, length error 4.36e-06
MATCHING RADIUS, d wave, E=0.2 hartree: sigma factor vs outermost
r=16 bohr: Coulomb 1.5e-12, free -0.0077
r=18 bohr: Coulomb 9.1e-13, free 0.3958
r=20 bohr: Coulomb 3.1e-12, free -0.0584
r=22 bohr: Coulomb 4.7e-12, free 0.3552
r=24 bohr: Coulomb 0.0e+00, free -0.0381
BOX of 60 bohr, d level at 1.872600 hartree
integral of u_E^2 9.778634, dn/dE 9.778634 1/hartree
UNEQUAL POTENTIALS, final mu=1.8 1/bohr, E=2 hartree
R_s gap 0.0022558, predicted 0.0022558 bohr/sqrt(hartree)
R_d gap -0.0246140, predicted -0.0246140 bohr/sqrt(hartree)
sigma length 4.49052 Mb, velocity 5.29528 Mb
```
